# Shadow-band weights of a chain with staggered site energies: a numerical check

```python
"""Unfolding a chain with staggered on-site energies (-1)^n * Delta.

Result under test: a plane wave |k> of the uniform chain has weights
    W_plus, W_minus = (1 +- e_k/E_k)/2
in the bands +E_k and -E_k, where
    e_k = -2 t cos(ka),  E_k = sqrt(e_k^2 + Delta^2).
The smaller (shadow) weight tends to Delta^2/(4 e_k^2) for |e_k| >> |Delta|.
Symbols: t hopping strength (eV), Delta stagger (eV), a site spacing,
ka dimensionless wave number in the zone of the uniform chain.
"""
import numpy as np
from scipy.integrate import quad

t = 1.0
delta = 0.2
n_sites = 240          # multiple of 4, so that ka = pi/2 is allowed


def ring_parts(stagger):
    """Real-space hopping matrix and staggered potential of a closed ring."""
    hopping = np.zeros((n_sites, n_sites))
    for n in range(n_sites):
        m = (n + 1) % n_sites
        hopping[n, m] = hopping[m, n] = -t
    potential = np.diag(stagger * (-1.0) ** np.arange(n_sites))
    return hopping, potential


def ring_weights(stagger):
    """Project all ring eigenstates on plane waves; sum within each band."""
    hopping, potential = ring_parts(stagger)
    energies, states = np.linalg.eigh(hopping + potential)
    sites = np.arange(n_sites)
    waves = np.exp(1j * np.outer(ka, sites)) / np.sqrt(n_sites)
    overlap2 = np.abs(waves.conj() @ states) ** 2
    upper = energies > 0
    return energies, overlap2, overlap2[:, upper].sum(1), overlap2[:, ~upper].sum(1)


def supercell_weights(k, stagger):
    """Diagonalize the two-site cell at folded k, then unfold to k."""
    folded = (k + np.pi / 2) % np.pi - np.pi / 2
    h_ab = -t * (1 + np.exp(-2j * folded))
    h = np.array([[stagger, h_ab], [np.conj(h_ab), -stagger]])
    energies, c = np.linalg.eigh(h)
    weights = np.abs(c[0] + np.exp(-1j * k) * c[1]) ** 2 / 2
    return energies, weights      # order: lower band, upper band


def mean_shadow(stagger):
    """Zone average of the smaller weight, from supercell eigenvectors."""
    total = quad(lambda k: min(supercell_weights(k, stagger)[1]), -np.pi, np.pi,
                 points=[-np.pi / 2, np.pi / 2], limit=200, epsabs=1e-9)[0]
    return total / (2 * np.pi)


ka = 2 * np.pi * np.arange(n_sites) / n_sites
e_k = -2 * t * np.cos(ka)
E_k = np.sqrt(e_k**2 + delta**2)

# Hopping and staggered potential anticommute, so H^2 = T^2 + Delta^2.
T, V = ring_parts(delta)
assert np.allclose(T @ V + V @ T, 0, atol=1e-12)
assert np.allclose((T + V) @ (T + V), T @ T + delta**2 * np.eye(n_sites), atol=1e-12)

# Weights from the real-space ring against the closed formula.
energies, overlap2, w_plus, w_minus = ring_weights(delta)
assert np.allclose(w_plus, (1 + e_k / E_k) / 2, atol=1e-10)
assert np.allclose(w_minus, (1 - e_k / E_k) / 2, atol=1e-10)

# All weight of |k> sits at the two energies +E_k and -E_k.
off_band = np.abs(np.abs(energies)[None, :] - E_k[:, None]) > 1e-8
assert np.max((overlap2 * off_band).sum(1)) < 1e-10

# Each band shares unit weight between k and k + pi/a.
assert np.allclose(w_plus + np.roll(w_plus, -n_sites // 2), 1, atol=1e-10)

# Independent unfolding of the two-site supercell.
for j in range(n_sites):
    band_energies, weights = supercell_weights(ka[j], delta)
    assert np.allclose(band_energies, [-E_k[j], E_k[j]], atol=1e-10)
    assert np.allclose(weights, [w_minus[j], w_plus[j]], atol=1e-9)

# Shadow weight: band with sign opposite to e_k; bounds on its fading law.
shadow = np.where(e_k < 0, w_plus, w_minus)
away = np.abs(e_k) > 1e-9
x2 = (delta / e_k[away]) ** 2
assert np.all(shadow[away] <= x2 / 4 + 1e-10)
assert np.all(shadow[away] >= x2 / 4 - 3 * x2**2 / 16 - 1e-10)
assert np.isclose(shadow.min(), shadow[0], atol=1e-10)

# Halving Delta divides the distant shadow by nearly four.
shadow_half = ring_weights(delta / 2)[2][0]
ratio_distant = shadow[0] / shadow_half
assert abs(ratio_distant - 4) < 4 * (delta / (2 * t)) ** 2

# Edge of the strongly mixed region, where |e_k| = Delta.
q_edge = np.arcsin(delta / (2 * t))
edge_shadow = min(supercell_weights(np.pi / 2 - q_edge, delta)[1])
assert np.isclose(edge_shadow, (1 - 1 / np.sqrt(2)) / 2, atol=1e-10)

# Zone average by quadrature against its closed form.
mean_full, mean_half = mean_shadow(delta), mean_shadow(delta / 2)
for value, stagger in ((mean_full, delta), (mean_half, delta / 2),
                       (mean_shadow(3.0), 3.0)):
    assert np.isclose(value, np.arctan(stagger / (2 * t)) / np.pi, atol=1e-7)

print(f"hopping t = {t:.3f} eV, stagger Delta = {delta:.3f} eV")
print(f"ring length = {n_sites} sites")
print("Table: energies in eV, weights dimensionless")
print("ka/pi     e_k      E_k     W_plus   W_minus   shadow   D^2/(4e^2)  estimate/shadow")
for j in (0, 30, 40, 48, 54, 90, 120):
    estimate = delta**2 / (4 * e_k[j] ** 2)
    print(f"{ka[j]/np.pi:5.3f} {e_k[j]:8.4f} {E_k[j]:8.4f} {w_plus[j]:9.6f} "
          f"{w_minus[j]:9.6f} {shadow[j]:9.6f} {estimate:10.6f} {estimate/shadow[j]:10.4f}")
jb = n_sites // 4
gap = energies[energies > 0].min() - energies[energies < 0].max()
print(f"at ka/pi = {ka[jb]/np.pi:.3f}: W_plus = {w_plus[jb]:.6f}, W_minus = {w_minus[jb]:.6f}")
print(f"gap at the new zone boundary = {gap:.4f} eV")
print(f"mixed region edge: distance q*a = {q_edge:.5f} rad = {q_edge/np.pi:.5f} pi")
print(f"shadow weight at that edge = {edge_shadow:.6f}")
print(f"shadow at k = 0 with Delta = {delta/2:.3f} eV: {shadow_half:.6f}")
print(f"shadow ratio at k = 0 on halving Delta = {ratio_distant:.4f}")
print(f"zone-averaged shadow, Delta = {delta:.3f} eV: {mean_full:.6f}")
print(f"zone-averaged shadow, Delta = {delta/2:.3f} eV: {mean_half:.6f}")
print(f"ratio of zone averages on halving Delta = {mean_full/mean_half:.4f}")
print("tests ok")
```

It prints:

```
hopping t = 1.000 eV, stagger Delta = 0.200 eV
ring length = 240 sites
Table: energies in eV, weights dimensionless
ka/pi     e_k      E_k     W_plus   W_minus   shadow   D^2/(4e^2)  estimate/shadow
0.000  -2.0000   2.0100  0.002481  0.997519  0.002481   0.002500     1.0075
0.250  -1.4142   1.4283  0.004926  0.995074  0.004926   0.005000     1.0150
0.333  -1.0000   1.0198  0.009710  0.990290  0.009710   0.010000     1.0299
0.400  -0.6180   0.6496  0.024289  0.975711  0.024289   0.026180     1.0779
0.450  -0.3129   0.3713  0.078720  0.921280  0.078720   0.102159     1.2977
0.750   1.4142   1.4283  0.995074  0.004926  0.004926   0.005000     1.0150
1.000   2.0000   2.0100  0.997519  0.002481  0.002481   0.002500     1.0075
at ka/pi = 0.500: W_plus = 0.500000, W_minus = 0.500000
gap at the new zone boundary = 0.4000 eV
mixed region edge: distance q*a = 0.10017 rad = 0.03188 pi
shadow weight at that edge = 0.146447
shadow at k = 0 with Delta = 0.100 eV: 0.000624
shadow ratio at k = 0 on halving Delta = 3.9777
zone-averaged shadow, Delta = 0.200 eV: 0.031726
zone-averaged shadow, Delta = 0.100 eV: 0.015902
ratio of zone averages on halving Delta = 1.9950
tests ok
```
